Why Potential Changes Drop Out of the Zero-Bias Conductance

**1. Definitions and conventions**

A central region C joins two leads, L and R. Electrons are independent, spin-degenerate, and move in a static Hermitian one-body Hamiltonian. This Hamiltonian may depend on the electron density or density matrix, as in Hartree, Hartree-Fock or Kohn-Sham theory, and so it depends on the bias V. The basis is orthonormal.

The elementary charge is e > 0 and θ is the thermal energy, Boltzmann's constant times temperature. The reservoirs have chemical potentials μ_L and μ_R, with μ_L − μ_R = eV and

f_α(E) = 1/[exp((E − μ_α)/θ) + 1], α = L, R.

At V = 0 both equal f(E), with chemical potential μ. The thermal weight is

w(E) = −∂f/∂E = 1/[4θ cosh²((E − μ)/2θ)].

I is e times the net number of electrons passing from L to R per second, so I > 0 for V > 0. Conventional current runs the other way. T(E,V) is the transmission, summed over channels for one spin, in the self-consistent potential at bias V. That potential includes the shift of the lead bands. The claim is

G = dI/dV at V = 0 = (2e²/h) ∫ T(E,0) w(E) dE.

**2. The simplest case: one level at zero temperature**

Let the level have energy ε(V), measured from μ, and energy-independent broadenings Γ_L and Γ_R. Put Γ = Γ_L + Γ_R, γ = Γ/2 and L(x) = 1/(x² + γ²). Then T = Γ_L Γ_R L(E − ε); section 3 derives the general formula of which this is the one-site case. With μ_L = eV/2 and μ_R = −eV/2,

I = (2e/h) Γ_L Γ_R ∫ L(E − ε) dE, from −eV/2 to eV/2.

Substitute x = E − ε. The limits become −eV/2 − ε and eV/2 − ε, and both move with V. Write ε' = dε/dV. Since L is even,

dI/dV = (2e/h) Γ_L Γ_R [(e/2 − ε') L(eV/2 − ε) + (e/2 + ε') L(eV/2 + ε)].

At V = 0 the two values of L are equal, so ε' cancels:

G = (2e²/h) Γ_L Γ_R/(ε₀² + γ²), ε₀ = ε(0).

The moving level adds current at one edge of the energy window and removes as much at the other.

The cancellation does not mean that ε' is zero. Suppose ε = ε_b + U n, where n is the level occupation and U a Hartree energy. States from lead α fill the level with spectral weight Γ_α L(E − ε)/2π per spin, hence

n = (1/π) ∫ [Γ_L f_L + Γ_R f_R] L(E − ε) dE.

Raising μ_L by e dV/2 and lowering μ_R equally changes n by (e/2)(Γ_L − Γ_R)L(ε₀)dV/π. Raising the level by dε changes n by −ΓL(ε₀)dε/π. Therefore

ε' = (U L(ε₀)/π) [(e/2)(Γ_L − Γ_R) − Γ ε'],

and, with s = UΓL(ε₀)/π,

ε' = (e/2) [(Γ_L − Γ_R)/Γ] s/(1 + s).

For equal couplings ε' = 0. For s much larger than 1, as for large U at fixed ε₀, it tends to (e/2)(Γ_L − Γ_R)/Γ: the level follows the more strongly coupled lead. The response is of first order in V, yet G contains only ε₀.

**3. The current in a general mean-field junction**

Let g_α be the retarded Green function of isolated lead α. Define

Σ_α = H_Cα g_α H_αC, Γ_α = i(Σ_α − Σ_α†),
g = [E − H_C − Σ_L − Σ_R]⁻¹.

Consider a state arriving from R, built on an eigenstate φ of the isolated lead. In the leads the Schrödinger equation gives ψ_R = φ + g_R H_RC ψ_C and ψ_L = g_L H_LC ψ_C. Inserting both in the equation for C,

(E − H_C − Σ_L − Σ_R) ψ_C = H_CR φ, so ψ_C = g H_CR φ.

The lead's spectral sum is Σ_φ δ(E − E_φ) φφ† = i(g_R − g_R†)/2π. Between H_CR and H_RC it becomes Γ_R/2π. The states from R, filled with f_R, thus contribute ∫ f_R gΓ_R g† dE/2π to the density matrix of C, and likewise for L.

The flow from C into L follows from the time derivative of the probability in L:

(2/ħ) Im(ψ_L† H_LC ψ_C) = (2/ħ) Im(ψ_C† Σ_L† ψ_C) = (1/ħ) ψ_C† Γ_L ψ_C.

The last step uses the anti-Hermitian part of Σ_L†, which is +iΓ_L/2. Summed over the states from R, the flow per spin is

(1/h) ∫ f_R Tr[Γ_L g Γ_R g†] dE.

States from L give the opposite flow, (1/h) ∫ f_L Tr[Γ_R g Γ_L g†] dE. The two traces are equal. To see this, put Γ = Γ_L + Γ_R and note that (g†)⁻¹ − g⁻¹ = −iΓ. Multiplying by g on the left and g† on the right, and then in the other order, gives

gΓg† = g†Γg = i(g − g†).

Hence Tr[Γ_L gΓg†] = Tr[Γ_L g†Γg] = Tr[Γ gΓ_L g†]. Removing Tr[Γ_L gΓ_L g†] from both ends leaves

Tr[Γ_L gΓ_R g†] = Tr[Γ_R gΓ_L g†] = T(E,V).

With two spins and charge e,

I(V) = (2e/h) ∫ T(E,V) [f_L(E) − f_R(E)] dE.

Bound states outside the bands add density but carry no current into the leads. For one site, g = 1/(E − ε + iγ), and the trace reduces to the Lorentzian of section 2.

**4. Separating the drive from the potential**

The current depends on V in two ways: through the occupations and through the potential. Call the potential U, including the lead shifts, and write I(V) = F(V, U(V)). If the chemical potentials are equal, f_L − f_R is zero at each energy and

F(0, U) = 0 for every static U.

A function that is zero for every U has zero derivative with respect to U. A change of potential alone, however large, drives no steady current between reservoirs in mutual equilibrium.

The same result follows by the product rule when T is differentiable in V:

dI/dV = (2e/h) ∫ [(∂T/∂V)(f_L − f_R) + T ∂(f_L − f_R)/∂V] dE.

The first term vanishes at V = 0. For the second, let a fraction λ of the bias act on the left: μ_L = μ + λeV and μ_R = μ − (1 − λ)eV. At V = 0,

∂f_L/∂V = λe w, ∂f_R/∂V = −(1 − λ)e w,

and the difference is e w for any λ. This gives the stated G.

**5. A proof without ∂T/∂V, and where it fails**

Self-consistent solutions need not be differentiable in V, so a weaker condition is useful. Let 0 ≤ λ ≤ 1 and divide the current by V:

I/V = (2e/h) ∫ T(E,V) q(E,V) dE, q = (f_L − f_R)/V.

By the mean value theorem, q is e times the thermal weight centred at some chemical potential between μ_R and μ_L. Since cosh²y ≥ exp(2|y|)/4, the weight at distance x from its centre is at most exp(−|x|/θ)/θ. The centre moves by at most |eV|, so for |eV| ≤ θ

0 ≤ q ≤ (e/θ) exp(1) exp(−|E − μ|/θ).

An open channel brings in a flow dE/h per spin and cannot transmit more than it brings. If the number of channels is bounded by M, then T ≤ M. The integrand is thus bounded by an integrable function independent of V. If T(E,V) → T(E,0) for almost every E, dominated convergence allows the limit inside the integral, where q → e w. Continuity suffices.

At zero temperature the expression is 2e²/h times the average of T over a window of width |eV|. If T is jointly continuous at E = μ, V = 0, then

G = (2e²/h) T(μ,0).

A band edge at μ can break this condition.

Two potential responses show the difference between continuity and a jump. If the potential changes in proportion to √|V|, its derivative diverges at V = 0. To leading order I/V then differs from G by a term proportional to √|V|, which still vanishes. If the self-consistent solution jumps as soon as V ≠ 0, I/V tends to the smeared transmission of the solution after the jump. The equilibrium solution no longer supplies the answer.

**6. The next order, where the response stays**

Use the symmetric division λ = 1/2 and assume two derivatives of T in V with bounds that permit differentiation inside the integral. Then

d²I/dV² = (2e/h) ∫ [T_VV (f_L − f_R) + 2T_V ∂(f_L − f_R)/∂V + T ∂²(f_L − f_R)/∂V²] dE.

At V = 0 the first term is zero. In the third, each Fermi function has second derivative (e/2)² ∂²f/∂E², so their difference is zero. Hence

d²I/dV² at V = 0 = (4e²/h) ∫ (∂T/∂V) w dE.

Here the self-consistent response matters. In a mirror-symmetric junction, if reversing the bias mirrors the self-consistent potential, T is even in V, ∂T/∂V is zero at V = 0, and this coefficient vanishes.

The one-level model gives a check. Differentiate its dI/dV again. The terms with ε'' cancel at V = 0, and because dL/dx is odd, the rest is

(2e/h) Γ_L Γ_R L'(ε₀)[(e/2 + ε')² − (e/2 − ε')²] = (4e²/h) Γ_L Γ_R L'(ε₀) ε',

with L' = dL/dx. The general formula gives the same at zero temperature, since ∂T/∂V at E = 0 is Γ_L Γ_R L'(ε₀)ε'. An empty level, ε₀ > 0, that rises with V makes the coefficient negative.

**7. A self-consistent junction with numbers**

The model has two molecular sites between metallic chains at 300 K, where θ = 0.02585 eV. Hopping magnitudes are 2.5 eV in the metal, 0.8 eV at the left contact, 0.8 eV inside the molecule and 0.6 eV at the right contact. Bare molecular energies are −0.4 and −0.8 eV; metal sites have energy zero, and μ = 0. Each site is neutral with one electron. Sixteen metal sites on each side are treated self-consistently with the molecule.

Let W_i be the electrostatic electron energy at site i and n_i its electron number. For charge sheets of spacing d = 0.25 nm and area A = 6 nm², Poisson's equation becomes

2W_i − W_(i−1) − W_(i+1) = κ(n_i − 1), κ = e²d/(ε_vac A) = 0.754 eV,

where ε_vac is the vacuum permittivity. The boundary values are eV/2 on the left and −eV/2 on the right. The equations were solved by Newton iteration. At finite bias the current was obtained by summing the flow of occupied scattering states through a bond.

At zero bias the converged W is 0.1808 eV on the left molecular site and 0.2879 eV on the right. The site energies are therefore −0.2192 and −0.5121 eV. Their mean is −0.3657 eV and half their difference 0.1465 eV, so the molecular levels are

−0.3657 ± √(0.8² + 0.1465²) = 0.448 and −1.179 eV.

A hand estimate of T(μ,0) is possible if W in the metal is ignored. At its band centre, the end Green function of a half-chain with hopping t obeys g_s = 1/(−t²g_s), whose retarded solution is −i/t. A contact hopping t_c then gives Γ = 2t_c²/t, hence Γ_L = 0.512 eV and Γ_R = 0.288 eV. Inverting the two-site matrix at E = 0, with site energies a₁, a₂ and internal hopping t_m,

T = Γ_L Γ_R t_m²/|D|², D = (−a₁ + iΓ_L/2)(−a₂ + iΓ_R/2) − t_m².

The numbers are D = −0.565 + 0.163i eV² and T = 0.0944/0.345 = 0.273. The full calculation gives 0.278. The difference comes from the potential in the metal, the one thing the estimate leaves out.

Thermal smearing, with the potential held fixed, raises the conductance from 21.52 to

G = 21.76 µS = 0.281 × 2e²/h.

The slope of the self-consistent current, extrapolated from biases of ±10 and ±20 mV, is also 21.76 µS; the relative difference is 3 × 10⁻⁹. Freezing the potential, or adding an unscreened linear ramp to it, gives the same slope to the digits shown.

The potential is far from rigid. Its derivatives on the two molecular sites are 0.102 and 0.067 eV/V. The empty level has weights (1 ± 0.1465/0.8133)/2 = 0.59 and 0.41 on them, so it rises by

0.59 × 0.102 + 0.41 × 0.067 = 0.088 eV/V.

The one-level formula of section 2 gives an estimate of this size. The weighted couplings are 0.302 and 0.118 eV, with sum Γ = 0.420 eV. The charging energy of the level, screened by the metal, is U = 1.30 eV. Then L(ε₀) = 4.09 eV⁻², s = 0.71, and the formula gives 0.091 eV/V. In this estimate the level rises because it is more strongly coupled to the left lead. The occupied level and the direct effect of the lead potentials are left out, so agreement this close should not be expected in general.

Equal chemical potentials offer a direct view of F(0,U) = 0. Take the potential converged at 0.1 V, keep its lead shifts, and displace the two molecular energies arbitrarily by up to 0.3 eV. States from the left alone carry 53.6 µA. When both leads are filled to the same chemical potential, the net current is below 10⁻⁹ µA in magnitude, at the level of numerical error.

The second derivative behaves differently. It is −7.73 µS/V with the self-consistent response, but −0.75 µS/V with the unscreened ramp. For a small common upward shift of both molecular sites, G falls at a relative rate of 2.09 per eV. With the mean site response of 0.0844 eV/V, section 6 gives

2 × 21.76 × (−2.09) × 0.0844 ≈ −7.7 µS/V,

close to the self-consistent value. Two other parts nearly cancel: about −0.8 µS/V from the difference between the two site responses, and +0.8 µS/V from the potential in the metal together with the lead shifts. The second part is not converged in the length of metal kept: it is +0.7 µS/V with 32 metal sites per side and +0.5 µS/V with 48, while the first stays at −0.8 µS/V. The near cancellation therefore holds only for the shorter junctions. Screening matters here because charging moves the mean molecular potential, which the ramp leaves in place.

Currents in µA show where linear response ends:

V = 0.02 V: self-consistent 0.4336, GV 0.4352, frozen T 0.4352.
V = 0.10 V: self-consistent 2.139, GV 2.176, frozen T 2.185.
V = 0.30 V: self-consistent 6.240, GV 6.527, frozen T 6.778.

At 0.02 V the quadratic term is −7.73 × 0.02²/2 = −0.0015 µA, which accounts for the difference from GV. At 0.3 V the frozen transmission overestimates the self-consistent current by 8.6% (9.1% with 32 metal sites per side, where the self-consistent current is 6.215 µA). It even has the wrong sign of deviation from the linear law.

For the non-smooth responses of section 5, let both molecular energies rise by 0.1 eV × √(|V|/1 V), with everything else held fixed. The error of I/V relative to G is −0.21% at 10⁻⁴ V and −0.021% at 10⁻⁶ V: a hundredfold smaller bias gives a tenfold smaller error. A jump of 0.05 eV leaves −9.2% even at 10⁻⁶ V.

**8. What must be converged, and what the result does not cover**

The theorem removes the response to bias; it does not remove equilibrium self-consistency. With W = 0 throughout, the smeared transmission gives 37.7 µS, 73% above the converged result. For linear response within this theory one therefore converges the equilibrium density, computes T(E,0), and integrates it with w(E).

In Kohn-Sham theory the potential difference acting on the Kohn-Sham electrons may contain an exchange-correlation part. If their effective bias is V_s(V), with V_s(0) = 0, the chain rule gives dI/dV = G_s dV_s/dV at V = 0, where G_s is the smeared-transmission result. The last factor is not a change of T and does not drop out. Inelastic or correlated self-energies also change the form of the current. Their response to bias is not merely a change of a Hermitian potential, so this proof does not cover it.

The parameters lie in the rough regime of a strongly coupled single-molecule junction with metal contacts. Many organic molecules conduct far less than the 0.28 × 2e²/h found here. The single-channel chain also screens weakly. Its density of states at the band centre, for both spins, is 1/(πt) per site, which in a slowly varying potential gives a screening length d/√(κ/πt) ≈ 0.8 nm. In a good metal it is roughly 0.1 nm or less. Keeping 24 metal sites per side instead of 16 raises G by 0.05%, and 48 sites raise it by about 0.1%, to 21.79 µS, so the last digit of 21.76 is not converged. A longer metal region does not repair the model's weak screening. The second derivatives are less well converged: with 32 sites per side the self-consistent value is −7.82 instead of −7.73 µS/V, and the value for the ramp, which is then spread over a longer region, is −0.68 instead of −0.75 µS/V. With 48 sites the self-consistent value is −7.97 µS/V and still drifting, so it is known only to a few percent.

Real junctions also have uncertain level positions. Raising both molecular energies by 0.5 eV, with the remaining potential fixed, lowers G by 27%. This is not an upper bound on alignment errors: the shift carries the molecule past the point where its two levels lie equally far from μ. At that point, a shift of 0.366 eV, G is lowered by 31%; the hand formula gives 29%. A shift the other way does far more: lowering both energies by 0.5 eV brings the empty level close to μ, and the hand formula then gives T = 0.70 instead of 0.273. A Gaussian static disorder of 0.05 eV, common to both sites, raises the average G by 1.4%.

The charging energy is 3.1 times the width of the empty level. Mean field is therefore doubtful as a quantitative description of this junction, particularly if the level approaches μ. The cancellation is a property of the mean-field equations and does not certify the conductance they predict.
